# Yukawa-Screened Slater Integrals and the F4/F2 Ratio of a 3d Shell: verification in Python

```python
"""Yukawa-screened Slater integrals of a 3d shell and the ratio F4/F2.

Result under test: for the interaction exp(-lam*r12)/r12 (atomic units)
  F^k = double integral of D(r) D(r') g_k(r,r'),   D = P^2, P = r R(r),
  g_k = (2k+1) I_{k+1/2}(lam r<) K_{k+1/2}(lam r>) / sqrt(r< r>).
F0(lam) = U fixes lam; F4/F2 then follows and tends to 9/5 at short range.
lam: inverse screening length (1/bohr); U = F0; J = (F2+F4)/14.
The 3d function is that of a free Cr3+ ion: spherical, spin-restricted,
nonrelativistic, local-density exchange only, Slater-type basis.
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ive, kve, spherical_jn, eval_legendre
from sympy.physics.wigner import gaunt

EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10   # angstrom

# ---------- self-consistent Cr3+ ion ----------
Z = 24
occupations = {0: [2, 2, 2], 1: [6, 6], 2: [3]}
n_electrons = sum(sum(o) for o in occupations.values())
zeta = 0.8 * 1.5 ** np.arange(12)
x = np.linspace(math.log(1e-6), math.log(30.0), 2400)
dx = x[1] - x[0]
r_grid = np.exp(x)


def basis(l, r):
    """Normalised r^(l+1) exp(-zeta r); last axis runs over zeta."""
    norm = (2 * zeta) ** (l + 1.5) / math.sqrt(math.factorial(2 * l + 2))
    r = np.asarray(r)[..., None]
    return norm * r ** (l + 1) * np.exp(-zeta * r)


def grid_integral(f):
    return dx * np.sum(f * r_grid)


def hartree_potential(n):
    charge = CubicSpline(x, n * r_grid).antiderivative()(x)
    outer = CubicSpline(x, n).antiderivative()(x)
    return charge / r_grid + outer[-1] - outer


a, b = zeta[:, None], zeta[None, :]
matrices = {}
for l in occupations:
    S = (2 * np.sqrt(a * b) / (a + b)) ** (2 * l + 3)
    matrices[l] = (S, 0.5 * a * b * S, -Z * S * (a + b) / (2 * l + 2),
                   basis(l, r_grid))

density = n_electrons * 4.0 ** 3 / 2 * r_grid ** 2 * np.exp(-4 * r_grid)
for iteration in range(400):
    v_hartree = hartree_potential(density)
    rho = density / (4 * math.pi * r_grid ** 2)
    v_eff = v_hartree - np.cbrt(3 * rho / math.pi)
    new_density = np.zeros_like(r_grid)
    kinetic = nuclear = 0.0
    for l, occ in occupations.items():
        S, T, N, B = matrices[l]
        V = B.T @ (B * (v_eff * r_grid * dx)[:, None])
        energies, C = eigh(T + N + 0.5 * (V + V.T), S)
        for i, f in enumerate(occ):
            c = C[:, i]
            new_density += f * (B @ c) ** 2
            kinetic += f * (c @ T @ c)
            nuclear += f * (c @ N @ c)
        if l == 2:
            e3d, c3d = energies[0], C[:, 0]
    change = grid_integral(abs(new_density - density))
    if change < 1e-9:
        break
    density = density + 0.3 * (new_density - density)
assert change < 1e-9
rho = new_density / (4 * math.pi * r_grid ** 2)
e_hartree = 0.5 * grid_integral(new_density * hartree_potential(new_density))
e_exchange = -0.75 * grid_integral(new_density * np.cbrt(3 * rho / math.pi))
potential_energy = nuclear + e_hartree + e_exchange
total_energy = kinetic + potential_energy
virial = -potential_energy / kinetic
# Basis incompleteness sets the tolerance of the virial ratio.
assert abs(virial - 2) < 1e-5


def D(r):
    return (basis(2, r) @ c3d) ** 2


# 3d level again, by finite differences in the converged potential
step = 0.002
r_fd = step * np.arange(1, 6001)
v_fd = CubicSpline(x, v_eff)(np.log(r_fd)) - Z / r_fd + 3 / r_fd ** 2
e_fd, u_fd = eigh_tridiagonal(1 / step ** 2 + v_fd,
                              np.full(len(r_fd) - 1, -0.5 / step ** 2),
                              select="i", select_range=(0, 0))
overlap = abs(np.sum(u_fd[:, 0] * (basis(2, r_fd) @ c3d)) * math.sqrt(step))
assert abs(e_fd[0] - e3d) < 1e-3 and overlap > 0.9999


# ---------- Slater integrals in real space ----------
def unit_gauss(n):
    t, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (t + 1), 0.5 * w


def pair_weights(radius):
    """Nodes r< , r> and weights for D(r)D(r'), normalised inside radius."""
    t, w = unit_gauss(110)
    v, wv = unit_gauss(90)
    r = radius * t ** 2
    wr = 2 * radius * t * w * D(r)
    small = r[:, None] * v
    weight = 2 * wr[:, None] * r[:, None] * wv * D(small)
    inside = wr.sum()
    return small, r[:, None], weight / inside ** 2, inside


def kernel(k, lam, small, large):
    if lam == 0:
        return small ** k / large ** (k + 1)
    return ((2 * k + 1) * ive(k + 0.5, lam * small) * kve(k + 0.5, lam * large)
            * np.exp(-lam * (large - small)) / np.sqrt(small * large))


def slater(k, lam, pairs):
    small, large, weight, _ = pairs
    return float(np.sum(weight * kernel(k, lam, small, large)))


def screening_for(U_ev, pairs):
    return brentq(lambda q: slater(0, q, pairs) * EV - U_ev, 1e-3, 30,
                  xtol=1e-12)


ion = pair_weights(15.0)
assert abs(ion[3] - 1) < 1e-8
bare = {k: slater(k, 0, ion) for k in (0, 2, 4)}
U_chosen = 4.0
lam_U = screening_for(U_chosen, ion)
F = {k: slater(k, lam_U, ion) for k in (0, 2, 4)}

# Kernel against direct angular projection of the Yukawa interaction
for k in (0, 2, 4):
    def projected(t, s=0.7, g=1.3, lam=0.9):
        d = math.sqrt(s * s + g * g - 2 * s * g * t)
        return (k + 0.5) * eval_legendre(k, t) * math.exp(-lam * d) / d
    assert abs(quad(projected, -1, 1)[0] - kernel(k, 0.9, 0.7, 1.3)) < 1e-8

# ---------- momentum-space road ----------
t, w = unit_gauss(400)
r_q, w_q = 12 * t ** 2, 24 * t * w
q, wq = 40 * t, 40 * w
form = {k: spherical_jn(k, np.outer(q, r_q)) @ (w_q * D(r_q))
        for k in (0, 2, 4)}


def momentum_integrand(k, lam):
    return (2 * k + 1) * 2 / math.pi * wq * (q * form[k]) ** 2 / (q**2 + lam**2)


for lam in (0.0, lam_U):
    for k in (0, 2, 4):
        real = slater(k, lam, ion)
        assert abs(momentum_integrand(k, lam).sum() / real - 1) < 1e-5

mean_inverse = {}
for k in (2, 4):
    weight = momentum_integrand(k, lam_U)
    mean_inverse[k] = np.sum(weight / (q**2 + lam_U**2)) / weight.sum()
slope = mean_inverse[2] - mean_inverse[4]


def ratio(lam, pairs=ion):
    return slater(4, lam, pairs) / slater(2, lam, pairs)


d2 = 1e-3
slope_fd = (math.log(ratio(math.sqrt(lam_U**2 + d2)))
            - math.log(ratio(math.sqrt(lam_U**2 - d2)))) / (2 * d2)
assert slope > 0 and abs(slope_fd / slope - 1) < 1e-3

# ---------- limits and monotonic behaviour ----------
assert abs((bare[0] - slater(0, 1e-3, ion)) / 1e-3 - 1) < 3e-3
small, large, weight, _ = ion
quadratic = {}
for k in (2, 4):
    quadratic[k] = np.sum(weight * small**k / large**(k + 1)
                          * (large**2 / (2 * (2*k - 1))
                             - small**2 / (2 * (2*k + 3))))
    measured = (bare[k] - slater(k, 0.01, ion)) / 0.01**2
    assert abs(measured / quadratic[k] - 1) < 2e-3
contact = np.sum(w_q * D(r_q) ** 2 / r_q ** 2)
lam_big = 200.0
F_big = {k: slater(k, lam_big, ion) for k in (0, 2, 4)}
for k in (0, 2, 4):
    # Leading corrections are of order k(k+1)/(lam r)^2.
    assert abs(lam_big**2 * F_big[k] / ((2*k + 1) * contact) - 1) < 1e-2
ratio_big = F_big[4] / F_big[2]
JU_big = (F_big[2] + F_big[4]) / 14 / F_big[0]
assert abs(ratio_big - 9 / 5) < 1e-2 and abs(JU_big - 1) < 1e-2
scan = np.linspace(0, 10, 101)
assert np.all(np.diff([ratio(s) for s in scan]) > 0)
assert np.all(np.diff([slater(0, s, ion) for s in scan]) < 0)

# Single exponential: exact bare ratio by symbolic integration
rs, ss = sp.symbols("r s", positive=True)
exact = {}
for k in (2, 4):
    inner = sp.integrate(ss**(6 + k) * sp.exp(-ss), (ss, 0, rs))
    outer = sp.expand(rs**(5 - k) * sp.exp(-rs) * inner)
    exact[k] = sp.integrate(outer, (rs, 0, sp.oo))
single_ratio = sp.nsimplify(sp.simplify(exact[4] / exact[2]))
assert single_ratio == sp.Rational(15, 23)

# ---------- angular part: U, J and the d3 quartet splitting ----------
ms = range(-2, 3)
ck = {(k, m, n): (-1)**m * math.sqrt(4 * math.pi / (2*k + 1))
      * float(gaunt(2, k, 2, -m, m - n, n))
      for k in (0, 2, 4) for m in ms for n in ms}


def direct(m, n, S):
    return sum(ck[k, m, m] * ck[k, n, n] * S[k] for k in S)


def exchange(m, n, S):
    return sum(ck[k, m, n] ** 2 * S[k] for k in S)


def quartet(orbitals, S):
    return sum(direct(m, n, S) - exchange(m, n, S)
               for i, m in enumerate(orbitals) for n in orbitals[:i])


def splitting(S):
    """E(4P) - E(4F) of d3 from the trace of the M_L = 1 block."""
    return (quartet((2, 1, -2), S) + quartet((2, 0, -1), S)
            - 2 * quartet((2, 1, 0), S))


def racah_B(S):
    return S[2] / 49 - 5 * S[4] / 441


J = (F[2] + F[4]) / 14
U_average = sum(direct(m, n, F) for m in ms for n in ms) / 25
UJ_average = sum(direct(m, n, F) - exchange(m, n, F)
                 for m in ms for n in ms) / 20
assert abs(U_average - F[0]) < 1e-10
assert abs(U_average - UJ_average - J) < 1e-10
assert abs(splitting(F) - 15 * racah_B(F)) < 1e-10

customary = 0.625
F_rule = {0: F[0], 2: 14 * J / (1 + customary)}
F_rule[4] = customary * F_rule[2]

# ---------- function cut at a muffin-tin sphere ----------
sphere_radius = 2.3
sphere = pair_weights(sphere_radius)
lam_sphere = screening_for(U_chosen, sphere)
J_sphere = (slater(2, lam_sphere, sphere) + slater(4, lam_sphere, sphere)) / 14

# ---------- output ----------
print(f"Cr3+ total energy: {total_energy:.3f} hartree")
print(f"virial ratio -V/T: {virial:.7f}")
print(f"3d level, basis: {e3d:.4f} hartree")
print(f"3d level, finite differences: {e_fd[0]:.4f} hartree")
print(f"3d mean radius: {np.sum(w_q * D(r_q) * r_q):.4f} bohr")
for k in (0, 2, 4):
    print(f"bare F{k}: {bare[k] * EV:.3f} eV")
print(f"bare J: {(bare[2] + bare[4]) / 14 * EV:.4f} eV")
print(f"bare F4/F2: {bare[4] / bare[2]:.4f}")
print(f"single-exponential F4/F2: {single_ratio} = {float(single_ratio):.4f}")
for k in (2, 4):
    print(f"lam^2 coefficient of F{k} decrease: {quadratic[k]:.4f} hartree bohr^2")
print("table: U(eV) lam(1/bohr) F2(eV) F4(eV) J(eV) F4/F2")
for U in (16, 12, 8, 6, 4, 2):
    s = screening_for(U, ion)
    f2, f4 = slater(2, s, ion) * EV, slater(4, s, ion) * EV
    print(f"{U:3d} {s:.4f} {f2:.3f} {f4:.3f} {(f2 + f4)/14:.4f} {f4/f2:.4f}")
print(f"chosen U: {U_chosen:.1f} eV")
print(f"lam: {lam_U:.4f} 1/bohr = {lam_U / BOHR:.4f} 1/angstrom")
print(f"screening length 1/lam: {1 / lam_U:.4f} bohr")
for k in (0, 2, 4):
    print(f"F{k} screened/bare: {F[k] / bare[k]:.4f}")
print(f"F4/F2 excess over 0.625: {100*(F[4]/F[2]/customary - 1):.2f} percent")
for k in (2, 4):
    print(f"mean 1/(q^2+lam^2), k={k}: {mean_inverse[k]:.5f} bohr^2")
print(f"slope d ln(F4/F2)/d(lam^2): {slope:.5f} bohr^2")
print(f"same slope, finite differences: {slope_fd:.5f} bohr^2")
for k in (2, 4):
    print(f"F{k} from 0.625 rule at same J: {F_rule[k] * EV:.3f} eV")
    print(f"F{k} error of rule: {100*(F_rule[k]/F[k] - 1):.2f} percent")
print(f"4P-4F splitting, Yukawa: {splitting(F) * EV:.4f} eV")
print(f"4P-4F splitting, 0.625 rule: {splitting(F_rule) * EV:.4f} eV")
print(f"splitting error of rule: "
      f"{100*(splitting(F_rule)/splitting(F) - 1):.2f} percent")
print(f"at lam = {lam_big:.0f} 1/bohr: F4/F2 = {ratio_big:.4f}, "
      f"J/U = {JU_big:.4f}")
print(f"sphere radius: {sphere_radius:.1f} bohr")
print(f"3d charge inside sphere: {sphere[3]:.4f}")
print(f"sphere bare F0: {slater(0, 0, sphere) * EV:.3f} eV")
print(f"sphere bare F4/F2: {ratio(0, sphere):.4f}")
print(f"sphere lam at chosen U: {lam_sphere:.4f} 1/bohr")
print(f"sphere J at chosen U: {J_sphere * EV:.4f} eV")
print(f"sphere F4/F2 at chosen U: {ratio(lam_sphere, sphere):.4f}")
print("all assertions hold")
```

Running it gives:

```
Cr3+ total energy: -1038.162 hartree
virial ratio -V/T: 2.0000003
3d level, basis: -1.3945 hartree
3d level, finite differences: -1.3945 hartree
3d mean radius: 1.1090 bohr
bare F0: 22.571 eV
bare F2: 10.566 eV
bare F4: 6.597 eV
bare J: 1.2260 eV
bare F4/F2: 0.6244
single-exponential F4/F2: 15/23 = 0.6522
lam^2 coefficient of F2 decrease: 0.0677 hartree bohr^2
lam^2 coefficient of F4 decrease: 0.0123 hartree bohr^2
table: U(eV) lam(1/bohr) F2(eV) F4(eV) J(eV) F4/F2
 16 0.3018 10.406 6.567 1.2124 0.6311
 12 0.5817 10.023 6.488 1.1794 0.6473
  8 1.0262 9.155 6.277 1.1022 0.6856
  6 1.3831 8.372 6.050 1.0301 0.7227
  4 1.9561 7.145 5.624 0.9121 0.7872
  2 3.1775 5.031 4.656 0.6919 0.9254
chosen U: 4.0 eV
lam: 1.9561 1/bohr = 3.6965 1/angstrom
screening length 1/lam: 0.5112 bohr
F0 screened/bare: 0.1772
F2 screened/bare: 0.6762
F4 screened/bare: 0.8525
F4/F2 excess over 0.625: 25.95 percent
mean 1/(q^2+lam^2), k=2: 0.07290 bohr^2
mean 1/(q^2+lam^2), k=4: 0.03559 bohr^2
slope d ln(F4/F2)/d(lam^2): 0.03730 bohr^2
same slope, finite differences: 0.03730 bohr^2
F2 from 0.625 rule at same J: 7.858 eV
F2 error of rule: 9.98 percent
F4 from 0.625 rule at same J: 4.911 eV
F4 error of rule: -12.68 percent
4P-4F splitting, Yukawa: 1.2307 eV
4P-4F splitting, 0.625 rule: 1.5702 eV
splitting error of rule: 27.59 percent
at lam = 200 1/bohr: F4/F2 = 1.7980, J/U = 0.9988
sphere radius: 2.3 bohr
3d charge inside sphere: 0.9627
sphere bare F0: 23.548 eV
sphere bare F4/F2: 0.6280
sphere lam at chosen U: 2.0696 1/bohr
sphere J at chosen U: 0.9558 eV
sphere F4/F2 at chosen U: 0.8000
all assertions hold
```
